# Why High-Field Polarization Release Returns More Energy in Antiferroelectric Capacitors

## 1. Definitions and conventions

A uniform film of thickness $d$ fills a capacitor of electrode area $A$. The voltage is $V=Ed$, where $E$ is the field, and the free charge on the electrode is $Q=AD$, where $D$ is the displacement. We measure $D$ from the depolarized state at zero field, where charging begins. The film is charged to the endpoint $(E_m,D_m)$ and then discharged until $E=0$. The charge per area that remains is the remanent value $D_r$.

Three assumptions hold unless stated otherwise. There is no leakage. The field rises monotonically during charging and falls monotonically during discharge. The film follows its charging and discharge curves quasi-statically, so $D$ on each branch depends on the field and not on the sweep rate.

Moving charge $dQ$ through the voltage $V$ takes the work

$$
V\,dQ=(Ed)(A\,dD)=(Ad)\,E\,dD .
$$

Since $Ad$ is the film volume, the work per volume is $E\,dD$. On discharge $dD$ is negative, and the energy delivered to the load is minus the work done on the film:

$$
W_{\rm rec}=-\int_{D_m}^{D_r}E\,dD=\int_{D_r}^{D_m}E_{\rm dis}(D)\,dD .
$$

The subscript marks the discharge branch. The charging work $W_{\rm in}=\int_0^{D_m}E_{\rm ch}(D)\,dD$ uses the other branch.

Fields are in MV/cm and charges per area in µC/cm². Because $1$ MV/cm is $10^8$ V/m and $1$ µC/cm² is $10^{-2}$ C/m², their product is $10^6$ J/m³, or $1$ J/cm³. No further conversion factor is needed.

## 2. Charge and field as separate factors

Define the charge-averaged discharge field by

$$
\langle E\rangle_{\rm dis}=\frac{1}{D_m-D_r}\int_{D_r}^{D_m}E_{\rm dis}(D)\,dD .
$$

Then

$$
W_{\rm rec}=(D_m-D_r)\,\langle E\rangle_{\rm dis}.
$$

The first factor says how much charge comes back; the second says at what field it comes back. Two films with the same $D_m$ and $D_r$ return the same charge, so the one with the higher average discharge field returns more energy.

This shows when delayed polarization raises the recoverable energy. The delay must be visible on the discharge branch: as the field falls, polarization must be given up while the field is still high. A film that polarizes late on charging but holds its polarization down to a low field gains nothing in $W_{\rm rec}$.

The maximum fields need not be equal for this argument. With common $D_m$ and $D_r$,

$$
W_1-W_2=\int_{D_r}^{D_m}\left[E_1(D)-E_2(D)\right]dD .
$$

Two linear capacitors show what the gain may cost. If $D=\varepsilon E$, then $E=D/\varepsilon$ and

$$
W=\int_0^{D_m}\frac{D}{\varepsilon}\,dD=\frac{D_m^2}{2\varepsilon}.
$$

At fixed charge the smaller permittivity stores more, but it needs the larger field $E_m=D_m/\varepsilon$. Since dielectric breakdown limits the field, a more demanding comparison fixes $E_m$ as well as $D_m$. We do so from here on.

## 3. Comparison at a common endpoint

The product rule gives $d(ED)=E\,dD+D\,dE$, hence $E\,dD=d(ED)-D\,dE$. Integrating along the discharge branch from its zero-field end to its top gives

$$
W_{\rm rec}=\left[ED\right]_{(0,D_r)}^{(E_m,D_m)}-\int_0^{E_m}D_{\rm dis}(E)\,dE
=E_mD_m-\int_0^{E_m}D_{\rm dis}(E)\,dE .
$$

The lower boundary term is $0\times D_r=0$, so remanence does not spoil the formula. A vertical jump in $D$ is also allowed: there $dE=0$, and both $d(ED)$ and $E\,dD$ equal the field times the jump in $D$.

For two films with the same endpoint, the terms $E_mD_m$ cancel:

$$
W_1-W_2=\int_0^{E_m}\left[D_2(E)-D_1(E)\right]dE ,
$$

with both curves taken on discharge. If $D_1\le D_2$ throughout, with strict inequality over a range of nonzero length, film 1 returns more energy. At each field in that range it has already given back more of its charge.

The two pictures agree. In a plot of $D$ against $E$, the recoverable energy is the area between the discharge curve and the $D$ axis. Lowering the curve at a fixed endpoint enlarges that area. If the curves cross, the sign of the total area decides, and a single onset field does not.

## 4. A film made of switching regions

To weigh the contributions separately, let the film have a linear background response $\varepsilon E$ and many small two-state regions. Region $i$ adds $p_i>0$ to $D$ when polarized and nothing when unpolarized. It polarizes at the forward field $F_i$ and depolarizes at the back field $B_i<F_i$. Every region feels the applied field $E$, and its switching fields do not depend on its neighbours. All regions start unpolarized at zero field and switch before the top of the sweep, so $0<F_i<E_m$ and

$$
D_m=\varepsilon E_m+P_s,\qquad P_s=\sum_i p_i .
$$

**Background.** Here $dD=\varepsilon\,dE$, so discharge returns

$$
W_{\rm bg}=\int_0^{E_m}E\,\varepsilon\,dE=\frac{\varepsilon E_m^2}{2}.
$$

Charging takes the same amount, so the background causes no loss.

**Release of switched polarization.** If $B_i>0$, region $i$ releases $p_i$ at field $B_i$ and delivers $p_iB_i$. If $B_i<0$, discharge ends before the region depolarizes, and it delivers nothing. The value $B_i=0$ also gives zero. All cases are covered by

$$
W_{\rm rec}=\frac{\varepsilon E_m^2}{2}+\sum_i p_i\max(B_i,0)
=\frac{\varepsilon E_m^2}{2}+P_s\overline{B_+},
$$

where $\overline{B_+}$ is the average of $\max(B_i,0)$ weighted by $p_i$. This is the field weighting in its simplest form: equal packets of charge return different energies because they are released at different fields.

**Charging.** Region $i$ takes up $p_i$ at $F_i$, which costs $p_iF_i$. Therefore

$$
W_{\rm in}=\frac{\varepsilon E_m^2}{2}+\sum_i p_iF_i,
\qquad
W_{\rm in}-W_{\rm rec}=\sum_i p_i\left[F_i-\max(B_i,0)\right].
$$

The forward fields enter the input and the unreturned energy, but not $W_{\rm rec}$.

## 5. What the charging delay does contribute

The charging delay still matters, through a constraint. Suppose a region had $0<F_i<B_i$. A closed cycle at constant temperature would then deliver the net work $p_i(B_i-F_i)>0$, which the second law forbids. A high back field therefore requires a forward field at least as high. Late charging makes room for late release but does not guarantee it.

The same reasoning shows where the energy resides. Let $g_i$ be the free energy per film volume needed to bring region $i$ from its unpolarized to its polarized state at zero field. In an isothermal process the work supplied is at least the free-energy increase, and the work recovered is at most the free-energy decrease. With non-negative dissipated amounts $q_i^{\uparrow}$ and $q_i^{\downarrow}$,

$$
p_iF_i=g_i+q_i^{\uparrow},\qquad p_iB_i=g_i-q_i^{\downarrow},
$$

and so

$$
p_iB_i\le g_i\le p_iF_i .
$$

A large positive $B_i$ requires a polar state well above the nonpolar state in free energy. For $B_i>0$ the polar state does not survive down to zero field, so $g_i$ is the value extrapolated with $p_i$ held fixed; in a real film the polarization of each phase varies with field, and the bound applies to the states just before and after the switch. That is the useful feature of an antiferroelectric film: the field drives it into a costly polar state, and the cost is partly repaid on return. In the reversible limit $F_i=B_i$, it is repaid in full.

For a region that stays polarized, the unreturned work is $p_iF_i=g_i+q_i^{\uparrow}$. If $g_i$ is positive, part of it is still held in the material at the end of discharge. The unreturned energy of a remanent film on first charge therefore need not all be heat.

## 6. Early and late films with equal hysteresis

We take round model parameters: $E_m=4$ MV/cm, background relative permittivity $30$ and $P_s=20$ µC/cm². The background charge at the top is

$$
\varepsilon E_m=10.63\ \text{µC/cm}^2,
$$

so $D_m=10.63+20=30.63$ µC/cm². The background energy is $\varepsilon E_m^2/2=21.25$ J/cm³. Energies are calculated from unrounded charges.

The switching fields are spread uniformly about their centres with half-width $0.3$ MV/cm. Each region in a given film has the same difference $F_i-B_i$. When all $B_i$ are positive, $\overline{B_+}$ is simply the centre of the back-field distribution.

The early film has centres $1.5$ forward and $0.5$ back, in MV/cm. Its returned energy is

$$
W_{\rm early}=21.25+20\times0.5=31.25\ \text{J/cm}^3 .
$$

The late film has centres $3.4$ and $2.4$, and returns

$$
W_{\rm late}=21.25+20\times2.4=69.25\ \text{J/cm}^3 .
$$

Both return the whole $30.63$ µC/cm². Both leave $20\times1.0=20$ J/cm³ unreturned, because their forward and back fields differ by the same $1.0$ MV/cm. The late film nevertheless returns $2.22$ times as much energy. Its average discharge field is $2.26$ MV/cm against $1.02$ MV/cm, and this ratio accounts for the whole ratio of energies.

The background contributes equally to both, because the model gives polarized and unpolarized regions the same permittivity. The difference comes from the switched polarization:

$$
W_{\rm late}-W_{\rm early}=20\times(2.4-0.5)=38\ \text{J/cm}^3 .
$$

The area between the two simulated discharge curves is also $38.00$ J/cm³. In real films the two phases generally differ in permittivity. If the polarized film exceeds the unpolarized one by $\Delta\varepsilon$, shared among the regions in proportion to $p_i$, the formula of Section 3 adds $\Delta\varepsilon\,(\overline{B^2}_{\rm late}-\overline{B^2}_{\rm early})/2$ to the difference. For relative permittivities $25$ (polarized) and $35$ (unpolarized) this lowers $38$ to $35.6$ J/cm³.

The efficiencies are $69.25/89.25=77.6\%$ and $31.25/51.25=61.0\%$. The late film is more efficient although its loss is no smaller: the same loss is set against a larger input.

## 7. Moving one branch at a time

The step from early to late can be divided in two. First raise the forward centre from $1.5$ to $3.4$ MV/cm and leave the back centre at $0.5$. The input rises by

$$
20\times(3.4-1.5)=38\ \text{J/cm}^3,
$$

from $51.25$ to $89.25$ J/cm³. The returned energy stays at $31.25$ J/cm³. The unreturned energy rises from $20$ to $58$ J/cm³, and the efficiency falls to $35.0\%$.

Now raise the back centre from $0.5$ to $2.4$ MV/cm. The input does not change, the returned energy rises by $38$ J/cm³, and the unreturned energy falls back to $20$ J/cm³.

| Change | Input | Returned | Not returned |
|---|---:|---:|---:|
| Forward field raised | $+38$ | $0$ | $+38$ |
| Back field raised | $0$ | $+38$ | $-38$ |

The entries are in J/cm³. The entire gain in recoverable energy belongs to the second step. The first supplies the extra input and satisfies the thermodynamic constraint of Section 5.

## 8. Polarization that does not come back

Remanence lowers the returned charge. For back fields spread uniformly between $b-w$ and $b+w$, the probability density is $1/(2w)$. If zero lies inside this interval, the negative fields contribute nothing, and

$$
\overline{B_+}=\frac{1}{2w}\int_0^{b+w}B\,dB
=\frac{1}{2w}\,\frac{(b+w)^2}{2}
=\frac{(b+w)^2}{4w}.
$$

The fraction left polarized is the length of the negative part divided by the whole length:

$$
\frac{0-(b-w)}{2w}=\frac{w-b}{2w}.
$$

With the forward centre at $1.5$, $b=0.1$ and $w=0.3$ MV/cm, this fraction is $0.2/0.6=1/3$. The remanent charge is therefore $20/3=6.67$ µC/cm². The returned energy is

$$
W_{\rm rec}=21.25+20\times\frac{0.4^2}{4\times0.3}=23.92\ \text{J/cm}^3 .
$$

Using the plain average $b=0.1$ would give a switching contribution of $2.00$ instead of $2.67$ J/cm³. It would wrongly subtract energy for regions that do not switch before discharge stops.

In the fully remanent case the back centre is $-1.0$ MV/cm, and all back fields are negative. The switched polarization returns nothing, and the background alone gives $21.25$ J/cm³. The returned charge is $10.63$ µC/cm², and its average discharge field is $2.00$ MV/cm. This average is higher than that of the early film, yet the energy is lower, because less charge comes back. A higher average field alone therefore does not guarantee more energy. It does when the returned charge is at least as large; otherwise the product of the two factors decides.

On the first charge this film takes $51.25$ J/cm³, so its efficiency is $41.5\%$. If it is charged again with the same polarity, its regions are already polarized. Only the background then takes part, and input and output are both $21.25$ J/cm³. Within this model the second efficiency is $100\%$, although the returned energy has not improved. Efficiency and recoverable energy must therefore be judged separately, and the charging history must be stated.

## 9. Comparison with a linear capacitor

A linear capacitor with the same endpoint stores the area of a triangle:

$$
W_{\rm lin}=\frac{E_mD_m}{2}
=\frac{E_m(\varepsilon E_m+P_s)}{2}
=\frac{\varepsilon E_m^2}{2}+\frac{P_sE_m}{2}.
$$

Subtracting this from the returned energy of the switching film gives

$$
W_{\rm rec}-W_{\rm lin}=P_s\left(\overline{B_+}-\frac{E_m}{2}\right).
$$

The switching film wins when its average useful release field exceeds half the maximum field. Here $W_{\rm lin}=61.25$ J/cm³ and $E_m/2=2$ MV/cm. The late film lies above the linear value by $20\times0.4=8$ J/cm³, and the early film lies below it by $20\times1.5=30$ J/cm³. A film with back centre $2.0$ MV/cm matches it.

The linear capacitor would need a relative permittivity of about $86$ to reach this charge at $4$ MV/cm. The comparison assumes that it keeps this permittivity up to the full field.

Since $B_i<F_i<E_m$, the returned energy also has a ceiling:

$$
W_{\rm rec}<\frac{\varepsilon E_m^2}{2}+P_sE_m=101.25\ \text{J/cm}^3 .
$$

It is approached when all back fields approach $E_m$, which also requires the hysteresis to vanish.

## 10. How far the delay can be taken

The condition of equal final charge hides a limit. If the forward fields are pushed beyond $E_m$, some regions never polarize and the final charge falls.

Let the forward fields be uniform between $f-w$ and $f+w$, and let every back field be $B=F-h$ with fixed hysteresis $h$. Assume $f-w>h$, so that all back fields are positive. As long as $f+w<E_m$, every region switches, and the switching contribution is

$$
W_s=P_s(f-h),\qquad \frac{dW_s}{df}=P_s>0 .
$$

Further delay then helps. Once $f-w<E_m<f+w$, only regions with $F<E_m$ take part:

$$
W_s=\frac{P_s}{2w}\int_{f-w}^{E_m}(F-h)\,dF .
$$

The upper limit is now fixed, while the lower limit moves with $f$. Differentiating with respect to the lower limit gives

$$
\frac{dW_s}{df}=-\frac{P_s}{2w}(f-w-h)<0 .
$$

Further delay now hurts, because regions are lost from the cycle. For this uniform spread, and provided $E_m-2w>h$, the best centre is $f=E_m-w$, where the last region switches just as the field reaches its maximum. The sharp optimum comes from the hard edge of the distribution. If the density falls to zero at its upper edge, as for a triangular spread, the slope at $f=E_m-w$ is still $P_s$ and the best centre lies somewhat higher, at the price of a few unswitched regions. For $w=0.3$ MV/cm this is $3.7$ MV/cm, so the late film at $3.4$ MV/cm has a margin of $0.3$ MV/cm. In a device, such a margin protects the final charge against a small upward shift of the switching fields.

## 11. Onset field against average release field

A narrow and a broad distribution show why one onset field is not enough. The narrow film has forward and back centres $2.2$ and $1.2$ with half-width $0.1$ MV/cm. The broad film has centres $2.6$ and $1.6$ with half-width $1.0$ MV/cm. On charging, the narrow film starts to switch at $2.1$ and the broad film at $1.6$ MV/cm. The narrow film has the later onset, yet it returns less:

$$
W_{\rm narrow}=21.25+20\times1.2=45.25\ \text{J/cm}^3,
$$

$$
W_{\rm broad}=21.25+20\times1.6=53.25\ \text{J/cm}^3 .
$$

Their discharge curves cross. At $2$ MV/cm the narrow film is still fully polarized, while the broad film has released the fraction $(2.6-2.0)/2.0=0.3$. The narrow film then holds $6$ µC/cm² more. At $1$ MV/cm the narrow film has released everything, while the broad film retains the fraction $(1.0-0.6)/2.0=0.2$, or $4$ µC/cm². The integral over all fields favours the broad film by $8$ J/cm³, which is $P_s$ times the difference of the average back fields.

## 12. Delivery to a real load

For discharge through a resistor $R$, the current is $-dQ/dt=V/R$. The Joule heat is

$$
\int\frac{V^2}{R}\,dt=\int V\left(-\frac{dQ}{dt}\right)dt
=Ad\int_{D_r}^{D_m}E_{\rm dis}\,dD .
$$

The resistance sets the duration but cancels from the energy, provided the film follows its quasi-static curve. In the region model this requires many small regions: through a resistor $D$ cannot jump, so a region that depolarizes raises the field by $p_i/\varepsilon$, which must be small compared with the switching fields and the hysteresis. For a film $10$ nm thick with a square electrode of side $100$ µm, the volume is $10^{-16}$ m³. Solving the discharge in time through $1000$ ohm gives $6.925$ nJ for the late film and $3.125$ nJ for the early one. Divided by the volume, these are $69.25$ and $31.25$ J/cm³. The tests require agreement with the loop integrals within $0.05$ J/cm³; the loops themselves, swept with 3000 separate regions, must match the averages of Section 4 within $0.02$ J/cm³. The numerical output lists all cases.

Two effects reduce the delivered energy. If switching back is slow compared with the discharge, the field has already fallen when a region releases its charge, so that charge carries less energy. If a leakage current density $J$ flows through the film, the charge leaving the electrode divides between load and film. With $j$ the load current per area, $-dD/dt=j+J$, and

$$
\int Ej\,dt=\int_{D_r}^{D_m}E_{\rm dis}\,dD-\int EJ\,dt .
$$

The last term is heat in the film. A high release field is therefore valuable to the extent that the film can switch back in the time available and hold its charge at that field.

## Computed results

```
Maximum field: 4.0 MV/cm
Background relative permittivity: 30
Switching polarization: 20.0 uC/cm^2
Background charge at maximum: 10.63 uC/cm^2
Final charge, all films: 30.63 uC/cm^2
Background energy: 21.25 J/cm^3
Linear capacitor, same endpoint: 61.25 J/cm^3
Its relative permittivity: 86.5
Ceiling for release: 101.25 J/cm^3
[late] forward 3.4, back 2.4, half-width 0.3 MV/cm
  input 89.25, returned 69.25, not returned 20.00 J/cm^3
  efficiency 77.6 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 2.261 MV/cm
[early] forward 1.5, back 0.5, half-width 0.3 MV/cm
  input 51.25, returned 31.25, not returned 20.00 J/cm^3
  efficiency 61.0 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.020 MV/cm
[late charging only] forward 3.4, back 0.5, half-width 0.3 MV/cm
  input 89.25, returned 31.25, not returned 58.00 J/cm^3
  efficiency 35.0 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.020 MV/cm
[partly remanent] forward 1.5, back 0.1, half-width 0.3 MV/cm
  input 51.25, returned 23.92, not returned 27.33 J/cm^3
  efficiency 46.7 %, remanent charge 6.67 uC/cm^2
  returned charge 23.96 uC/cm^2, mean discharge field 0.998 MV/cm
[fully remanent] forward 1.5, back -1.0, half-width 0.3 MV/cm
  input 51.25, returned 21.25, not returned 30.00 J/cm^3
  efficiency 41.5 %, remanent charge 20.00 uC/cm^2
  returned charge 10.63 uC/cm^2, mean discharge field 2.000 MV/cm
[half-field release] forward 3.0, back 2.0, half-width 0.3 MV/cm
  input 81.25, returned 61.25, not returned 20.00 J/cm^3
  efficiency 75.4 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 2.000 MV/cm
[narrow] forward 2.2, back 1.2, half-width 0.1 MV/cm
  input 65.25, returned 45.25, not returned 20.00 J/cm^3
  efficiency 69.3 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.478 MV/cm
[broad] forward 2.6, back 1.6, half-width 1.0 MV/cm
  input 73.25, returned 53.25, not returned 19.99 J/cm^3
  efficiency 72.7 %, remanent charge 0.00 uC/cm^2
  returned charge 30.63 uC/cm^2, mean discharge field 1.739 MV/cm
Area between late and early: 38.00 J/cm^3
Late/early returned energy: 2.22
Load test: thickness 10 nm, side 100 um, resistor 1000 ohm
Resistor heat, late: 6.925 nJ
Resistor heat, early: 3.125 nJ
Heat per volume, late: 69.25 J/cm^3
Heat per volume, early: 31.25 J/cm^3
```
